# Why central differences miss the rising bottom of a V-groove

## Definitions and conventions

A film grows conformally, by the same amount along the local normal everywhere. Let \(F\) be the growth per cycle, \(t\) the number of cycles and \(R=Ft\) the film thickness on a flat surface. Thickness serves as the time variable, so a speed "in units of \(F\)" is a rise per unit \(R\). The surface is a single-valued height \(h(x,R)\), with gas above and solid below. The initial groove is

\[
h_0(x)=s|x|,\qquad s>0 .
\]

A plane wall of slope \(p\) makes an angle \(\theta\) with the horizontal, with \(\tan\theta=p\). If it advances by \(dR\) along its normal, its height at fixed \(x\) rises by \(dR/\cos\theta=\sqrt{1+p^2}\,dR\). Hence

\[
h_R=f(h_x),\qquad f(p)=\sqrt{1+p^2}. \tag{1}
\]

On a grid of spacing \(\Delta\), with \(h_j\) the height at node \(j\), the one-sided slopes and the central slope are

\[
D^+_j=\frac{h_{j+1}-h_j}{\Delta},\qquad D^-_j=\frac{h_j-h_{j-1}}{\Delta},\qquad p_j=\frac{h_{j+1}-h_{j-1}}{2\Delta}.
\]

The worked example has \(s=\sqrt2\), the slope of (111) walls under a (100) silicon surface (54.74°). Then \(\sqrt{1+s^2}=1.732\). The groove is 200 nm wide at the top and 141 nm deep, and 200 cycles of 0.1 nm give \(R=20\) nm.

## What the walls contribute: the entropy solution

Equation (1) has no meaning at the corner, where \(h_x\) jumps from \(-s\) to \(s\). The geometry supplies the missing rule. After growth by \(R\), the solid consists of all points within a distance \(R\) of the old solid. A disc of radius \(R\) centred on the old surface at \(y\) reaches the height \(h_0(y)+\sqrt{R^2-(x-y)^2}\) above \(x\). The new surface is the upper envelope of these discs:

\[
h(x,R)=\max_{|x-y|\le R}\left[h_0(y)+\sqrt{R^2-(x-y)^2}\right]. \tag{2}
\]

This is the entropy solution of (1). To evaluate it for the groove, write \(s|y|=\max(sy,-sy)\) and treat each branch separately. For the branch \(sy\), set \(y=x+u\) and maximise \(sx+su+\sqrt{R^2-u^2}\). The derivative vanishes when

\[
s=\frac{u}{\sqrt{R^2-u^2}}\quad\Rightarrow\quad u=\frac{sR}{\sqrt{1+s^2}},\qquad \sqrt{R^2-u^2}=\frac{R}{\sqrt{1+s^2}} .
\]

The maximum is therefore

\[
sx+\frac{s^2R+R}{\sqrt{1+s^2}}=sx+\sqrt{1+s^2}\,R .
\]

The other branch gives the same with \(-sx\). The larger of the two is

\[
h(x,R)=s|x|+\sqrt{1+s^2}\,R. \tag{3}
\]

The corner stays sharp, and the apex rises at the vertical speed of the walls. For the example the rise is \(1.732\times20=34.64\) nm.

The apex height is set by wall points at \(|y|=sR/\sqrt{1+s^2}=16.3\) nm, not by the old apex. The surface that started at the apex has been buried by film arriving from both sides. In the language of characteristics, information runs into the corner and ends there.

This also shows when (3) stops being valid at the apex; points nearer the rim depart from it earlier. A groove of half-width \(a\) has walls only out to \(|y|=a\), so the apex feels the rim once \(R>a\sqrt{1+s^2}/s\). With \(a=100\) nm this is 122 nm, well above the 20 nm used here.

## What the zero slope contributes

Place a node on the apex and call it node 0. Mirror symmetry gives \(h_1=h_{-1}\), so \(p_0=0\), and the central scheme yields

\[
\frac{dh_0}{dR}=f(0)=1 ,\qquad h_0=R .
\]

The apex starts at speed \(F\) instead of \(1.732F\). The defect is not confined to the start. If the initial data, the end conditions and the arithmetic all respect the mirror symmetry, \(p_0\) remains zero and the lag grows in proportion to thickness:

\[
\text{lag}=\left(\sqrt{1+s^2}-1\right)R. \tag{4}
\]

There is no \(\Delta\) in this expression, so refining the grid does not help. At \(R=20\) nm the computed apex stands at 20.000 nm for \(\Delta=1\), 0.5 and 0.25 nm alike. The lag is 14.64 nm each time, which is 42 % of the exact rise.

Two limits show how the damage depends on the groove. For a shallow groove, \(s\ll1\), the apex lag is only about \(s^2R/2\) and may pass unnoticed on a coarse grid; on a fine grid the neighbouring nodes still blow up as described below (errors of order \(10^7\) nm for \(s=0.3\), \(\Delta=0.125\) nm, \(R=20\) nm). For a steep one, \(s\gg1\), the exact rise is about \(sR\), and the central scheme misses nearly all of it.

## What the missing feedback contributes

A poor slope estimate need not be fatal if the scheme can correct itself. To see this, keep the central formula but shift the grid so that the apex lies midway between two nodes. Let \(h_a\) be the height at \(x=\pm\Delta/2\) and \(h_b\) the height at \(x=\pm3\Delta/2\). The central slope at \(x=\Delta/2\) is

\[
p_a=\frac{h_b-h_a}{2\Delta},\qquad p_a(0)=\frac{\tfrac32 s\Delta-\tfrac12 s\Delta}{2\Delta}=\frac s2 .
\]

The initial speed is \(\sqrt{1+s^2/4}=1.225\) in units of \(F\), still too slow. But now a lag of \(h_a\) increases \(h_b-h_a\), which increases \(p_a\) and speeds the node up. The node moves at the right speed once \(p_a=s\), that is, once \(h_b-h_a=2s\Delta\). The exact difference is \(s\Delta\), so the errors of the two nodes then differ by \(s\Delta\), a quantity that vanishes with the grid spacing.

This argument does not say how the difference is shared between the nodes. The computation does: averaged over the second half of the growth, node \(a\) lags its exact height by 0.349 nm for \(\Delta=0.5\) nm and by 0.175 nm for \(\Delta=0.25\) nm. Both are about \(0.49\,s\Delta\).

An underestimated slope makes the apex start slowly in both cases, and a slope *locked* at zero, which no lag can change, keeps it slow as long as the mirror symmetry is exact. Releasing the slope is not enough, however. The self-correction above relies on the apex lying exactly midway, where symmetry makes the two nodes at \(\pm\Delta/2\) equal. With the apex 0.1, 0.25 or 0.4 spacings from the nearest node the slope is not locked, yet at \(R=20\) nm that node lags by about 14, 10 and 4 nm, and these lags barely shrink when \(\Delta\) goes from 1 to 0.125 nm. The midway grid is a special case; at these other positions the central scheme fails as well.

## What the neighbours contribute

With a node on the apex, the lag also spoils the surface beside it. Let \(e_j\) be the computed height minus the exact height (3). At node 1 the central slope is

\[
p_1=s+\frac{e_2-e_0}{2\Delta}.
\]

At early times \(e_2\) is negligible and \(e_0=-(\sqrt{1+s^2}-1)R\) is negative, so node 1 sees too steep a slope. Expanding \(f\) to first order, with \(f'(s)=s/\sqrt{1+s^2}\), gives

\[
\frac{de_1}{dR}\approx\frac{s}{\sqrt{1+s^2}}\,\frac{(\sqrt{1+s^2}-1)R}{2\Delta}
\quad\Rightarrow\quad
e_1\approx\frac{s(\sqrt{1+s^2}-1)}{4\Delta\sqrt{1+s^2}}\,R^2 .
\]

For \(\Delta=0.5\) nm and \(R=0.2\) nm this is \(0.816\times0.732\times0.04/2=0.012\) nm, and the computation gives 0.0121 nm. Node 2 in turn sees too small a slope, because \(e_1>0\) enters \(p_2\) with a minus sign. Its computed error is −0.0007 nm. At early times the errors thus alternate in sign from node to node.

The later behaviour is worse than a sawtooth. At \(R=20\) nm the error of node 1 is 17 nm for \(\Delta=1\) nm, 129 nm for 0.5 nm and \(8.5\times10^7\) nm for 0.25 nm. Refinement makes the result useless. The reason it can do so is a scaling property: if heights, positions and thickness are all measured in units of \(\Delta\), the scheme for the sharp groove contains no \(\Delta\). A finer grid at fixed \(R\) is the same calculation carried on for more cells of growth, as long as the ends of the grid play no part.

A feedback loop that can produce such growth follows from the slopes themselves. Differentiating their definitions gives

\[
\frac{dp_1}{dR}=\frac{f(p_2)-1}{2\Delta}\ge0,\qquad
\frac{dp_2}{dR}=\frac{f(p_3)-f(p_1)}{2\Delta}.
\]

The 1 in the first equation is the locked apex speed. Since \(f\ge1\), \(p_1\) can never decrease. If \(p_1\) exceeds \(|p_3|\), then \(p_2\) falls, and it may pass through zero. Once it is negative, a further fall increases \(|p_2|\), which raises \(p_1\) faster, which lowers \(p_2\) faster. For large slopes \(f(p)\approx|p|\), and the loop is exponential.

The printed errors fit this picture. From \(p_2=s+(e_3-e_1)/(2\Delta)\) one finds about −0.1 for \(\Delta=1\) nm, −63 for 0.5 nm and \(-8.5\times10^7\) for 0.25 nm. That this loop accounts for the whole blow-up is a plausible reading and has not been tested separately; all runs used a step in \(R\) of \(0.2\Delta\).

## What upwinding contributes

During growth the higher side of a node determines its future, as (2) shows. The Godunov scheme builds this in by using the steepest slope that rises away from the node:

\[
q=\max(D^+,-D^-,0),\qquad \frac{dh}{dR}=\sqrt{1+q^2}.
\]

At the apex \(D^+=s\) and \(D^-=-s\), so \(q=s\). On the right wall \(D^+=D^-=s\), so again \(q=s\), and the left wall follows by symmetry. Every node rises at \(\sqrt{1+s^2}\), and the sharp groove is carried along without error apart from rounding. The computed apex is at 34.641 nm.

Another upwind scheme adds the two contributions instead of choosing between them:

\[
q^2=\max(D^+,0)^2+\min(D^-,0)^2 .
\]

On the walls it agrees with Godunov, but at the apex it counts both walls, so \(q^2=2s^2\). The initial apex speed is \(\sqrt{1+2s^2}=2.236\) in units of \(F\), which is too fast. The scheme then corrects itself. If the apex node leads by \(\delta\), its one-sided slopes shrink to \(\pm(s-\delta/\Delta)\). The right speed is restored when

\[
2\left(s-\frac{\delta}{\Delta}\right)^2=s^2
\quad\Rightarrow\quad
\delta=s\Delta\left(1-\frac1{\sqrt2}\right).
\]

A smaller lead gives too high a speed and a larger lead too low a one, so this value is stable. Node 1 is not disturbed: it uses \(D^+=s\), while its \(D^-\) is still positive and is discarded. For \(\Delta=0.5\) nm the lead is 0.207 nm, and for 0.25 nm it is 0.104 nm, as computed. Upwind schemes therefore need not agree on the initial apex speed; these two agree on the limit of a fine grid.

## The opposite case: etching

Isotropic etching of the same groove obeys \(h_R=-\sqrt{1+h_x^2}\), with \(R\) now the depth removed from a flat surface. The solid left over lies at least \(R\) away from the original gas, so the surface is a lower envelope:

\[
h(x,R)=\min_{|x-y|\le R}\left[s|y|-\sqrt{R^2-(x-y)^2}\right].
\]

At \(x=0\) both terms are smallest at \(y=0\), so the apex moves to \(-R\), here −20 nm. The old apex now governs its surroundings. For \(|x|\le sR/\sqrt{1+s^2}\) the minimum stays at \(y=0\): moving \(y\) towards \(x\) by \(dy\) raises the first term by \(s\,dy\) and lowers the second by at most

\[
\frac{|x|}{\sqrt{R^2-x^2}}\,dy\le s\,dy ,
\]

while moving away from \(x\) raises both. The bottom is therefore the arc \(h=-\sqrt{R^2-x^2}\), whose slope at the centre is indeed zero.

The central difference gives the same zero as before, and this time the apex is right. The whole profile also behaves. Within 30 nm of the centre, its largest error against the exact envelope is 0.20 nm for \(\Delta=0.5\) nm and 0.10 nm for 0.25 nm. Godunov, with \(q=\max(D^-,-D^+,0)\), gives 0.81 and 0.52 nm. In this example the central scheme is the more accurate of the two. Zero slope is thus wrong where walls grow into each other and right where the surface opens out into an arc.

## What a rounded tip contributes

A real groove has no perfect corner. Let its bottom be an arc of radius \(r\) tangent to both walls. The centre of the arc lies \(r\sqrt{1+s^2}\) above the point where the walls would meet, so the bottom starts at \(r(\sqrt{1+s^2}-1)\) above that point.

While \(R<r\), growth shrinks the arc to radius \(r-R\) about the same centre, and the bottom rises by \(R\). The central scheme is then right at the apex. At \(R=r\) the arc is used up and the walls meet. From then on the apex lies \(\sqrt{1+s^2}\,R\) above the virtual corner, and

\[
\text{rise}=\sqrt{1+s^2}\,R-\left(\sqrt{1+s^2}-1\right)r\qquad(R\ge r).
\]

For \(r=2\) nm and \(R=20\) nm this is \(34.64-1.46=33.18\) nm. With \(\Delta=0.25\) nm, Godunov gives 33.18 nm and the central scheme 20.00 nm. Resolving the tip postpones the failure until \(R=r\) and does not remove it.

## Weighing the contributions in a real process

The example resembles alumina grown from trimethylaluminium and water at 473 K on wet-etched silicon. The growth of 0.1 nm per cycle is a rough typical value; the tip radius, delay, pressures, molecular sizes, film density and sticking probability are rough assumptions too. Against an ideal apex rise of 34.6 nm, the effects compare as follows:

- locked zero slope: 14.6 nm too low, on any of the three grids, provided the mirror symmetry is exact;
- tip radius of 2 nm: 1.5 nm less rise;
- nucleation delay of 10 cycles: \(10\times0.1\times1.732=1.7\) nm less rise;
- sum-form upwinding at \(\Delta=0.5\) nm: 0.2 nm too high;
- a molecule 0.6 nm across that cannot enter the corner: a gap of about 0.2 nm;
- growth in discrete cycles: steps of 0.17 nm.

With these values, each physical correction listed is at most about 12 % of the central-difference error, so none of them can excuse it. This depends on the tip being sharp compared with the film thickness: for \(r\ge R\) the central scheme would be right at the apex, as the previous section shows.

In a self-limiting process, growth is equal everywhere if every part of the surface, the apex included, saturates in each pulse. For the precursor pulse this can be checked with a line-of-sight estimate. At a total pressure of 1 Torr the mean free path is about 70 µm for molecules 0.4 nm across, and about half that for a precursor 0.6 nm across in nitrogen. Both are far above the 0.2 µm opening, so nearly all molecules cross the groove without colliding in the gas. This justifies the estimate; it is not itself a condition for conformal growth. With a half-angle \(\beta\) between wall and axis, the wall beside the apex sees the opening at angles from \(90^\circ-2\beta\) to \(90^\circ\) from its normal. The fraction of the open-surface flux that arrives directly is

\[
\frac12\int_{90^\circ-2\beta}^{90^\circ}\cos\alpha\,d\alpha=\frac{1-\cos2\beta}{2}=\sin^2\beta=\frac1{1+s^2}=\frac13 .
\]

Take a precursor pressure of 0.1 Torr, a flux of \(1.9\times10^5\) per nm² per second, a 0.1 s pulse, a sticking probability of 0.005 on free sites, and one site for each of the roughly 3.5 Al atoms added per nm². The unreacted fraction is then \(\exp(-0.005\times\tfrac13\times1.9\times10^4/3.5)\approx10^{-4}\), even without re-emission from the walls. If the sticking probability were ten times smaller, the exponent would fall to about 0.9. The line-of-sight estimate would then no longer guarantee saturation, but it is also far too pessimistic there: molecules that rarely stick are re-emitted many times, and with diffuse re-emission the apex of this open groove receives about 99.9 % of the open-surface flux. About 7 % of the sites would stay unreacted at the apex and on the flat surface alike, so growth would fall short of saturation but remain uniform. The water pulse has its own sticking probability and is not examined here. The remaining values are in the numerical output.

## Computed results

```
wall slope s: 1.41421
wall angle: 54.74 deg
sqrt(1+s^2): 1.73205
growth per cycle: 0.1 nm
cycles: 200
film thickness R: 20.00 nm
groove opening: 200 nm
groove depth: 141.42 nm
apex rise, entropy solution: 34.641 nm
distance of the wall points that set it: 16.33 nm
thickness at which the rim is felt: 122.47 nm
initial apex speed / F, central: 1.0000
initial apex speed / F, Godunov: 1.7321
initial apex speed / F, sum form: 2.2361
central, dx=1.0 nm: apex 20.000 nm, lag 14.641 nm
  errors of neighbours 1, 2, 3: 17, -12.5, 13.9 nm
central, dx=0.5 nm: apex 20.000 nm, lag 14.641 nm
  errors of neighbours 1, 2, 3: 129, 71.4, 64.9 nm
central, dx=0.25 nm: apex 20.000 nm, lag 14.641 nm
  errors of neighbours 1, 2, 3: 8.53e+07, 6.03e+07, 4.27e+07 nm
central, dx=0.5 nm, R=0.2 nm: errors of nodes 0, 1, 2: -0.1464, 0.0121, -0.0007 nm
central, dx=0.5 nm, R=1.0 nm: errors of nodes 0, 1, 2: -0.7321, 0.2949, -0.0770 nm
Godunov apex, dx=0.5 nm: 34.641 nm
sum-form apex lead, dx=0.5 nm: 0.2071 nm
sum-form apex lead, dx=0.25 nm: 0.1036 nm
central, apex between nodes: initial speed / F: 1.2247
  mean lag over second half, dx=0.5 nm: 0.3488 nm
  mean lag over second half, dx=0.25 nm: 0.1746 nm
etching: exact apex shift: -20.000 nm
etching, central, dx=0.5 nm: apex -20.000 nm, worst profile error 0.202 nm
etching, Godunov, dx=0.5 nm: apex -20.000 nm, worst profile error 0.812 nm
etching, central, dx=0.25 nm: apex -20.000 nm, worst profile error 0.104 nm
etching, Godunov, dx=0.25 nm: apex -20.000 nm, worst profile error 0.518 nm
tip radius (rough): 2 nm
rounded tip, rise: exact 33.177, Godunov 33.177, central 20.000 nm
apex loss for a 10-cycle nucleation delay: 1.73 nm
corner gap under a 0.6 nm molecule: 0.22 nm
apex step per cycle: 0.173 nm
mean free path at 473 K, 1 Torr, diameter 0.4 nm: 68.9 um
view factor of the sky from the apex wall: 0.3333
Al atoms added per cycle: 3.54 per nm2
precursor flux at 0.1 Torr: 1.9e+05 per nm2 per s
unreacted fraction at apex, pulse 0.1 s, sticking 0.005: 0.00013
```
